Why a narrowing channel moves the free-energy bottleneck off the saddle

**Question.** A reaction path crosses a potential-energy saddle. Beyond it, the valley that holds the path becomes narrower, so the frequencies of vibration across the path rise. The saddle is the highest point of the path, yet at finite temperature the plane that best separates reactants from products lies elsewhere. What pushes it away, in which direction, and how far?

**Answer.** Take the simplest surface that contains the effect. A particle of mass m moves along a straight path with coordinate s and can vibrate across it with coordinate y:

V(s,y) = V(s) + ½K(s)y², K(s) = mω(s)².

Reactants lie at negative s and products at positive s. The saddle is at s = 0, y = 0, where V′(0) = 0 and V″(0) = −κ, with κ > 0. A prime means d/ds. The change of width is measured by the logarithmic slope of the frequency at the saddle,

a = ω′(0)/ω(0),

which is positive when the channel narrows toward products. The algebra uses atomic units, so ħ = 1, and k_BT is kept as an energy. The motion is classical until the quantum case is taken up below.

**The push of the walls**

The force along the path is

−∂V/∂s = −V′(s) − ½K′(s)y².

On the path itself, y = 0, and the force at the saddle vanishes. A particle displaced sideways feels the second term. If K′ > 0, this term is negative for either sign of y: the converging walls push the particle back toward the wide side. A thermal particle is almost never at y = 0, so at the saddle it is, on average, still being pushed back.

To find the average, hold s fixed and let y be in thermal equilibrium. Its distribution is proportional to exp(−Ky²/2k_BT), a Gaussian with

⟨y²⟩ = k_BT/K.

From K = mω² it follows that K′/K = 2ω′/ω. The mean wall force is therefore

−½K′⟨y²⟩ = −½k_BT K′/K = −k_BT ω′/ω.

At the saddle this equals −k_BT a. It is proportional to temperature because the mean square displacement is. The point where the mean force vanishes must lie where the falling potential pushes forward hard enough to balance the walls, which is on the narrow side.

This balance does not reflect a rise in mean potential energy. The mean transverse potential energy is ½K⟨y²⟩ = ½k_BT on every plane, and its derivative shows how two changes cancel:

d(½K⟨y²⟩)/ds = ½K′⟨y²⟩ + ½K d⟨y²⟩/ds
= ½k_BT K′/K − ½k_BT K′/K = 0.

The first term is the work done against the walls at fixed displacement. The second is the loss of potential energy as the distribution shrinks. The mean potential energy V(s) + ½k_BT thus still peaks at the saddle. What falls along the channel is the entropy, because fewer transverse positions are accessible.

**Why the rate cares about this point**

Consider the planes s = constant as possible dividing surfaces. The one-way equilibrium flux through a plane, divided by the reactant partition function Q_R, is

k(s) = (1/Q_R) ∫₀^∞ dp_s ∫dp_y ∫dy (2π)⁻² (p_s/m) exp(−H/k_BT),

where p_s and p_y run over momenta and H is the total energy. The momentum integrals are

∫₀^∞ dp_s (p_s/m) exp(−p_s²/2mk_BT) = k_BT,
∫dp_y exp(−p_y²/2mk_BT) = √(2πmk_BT).

Neither depends on s. The position of the plane enters through

Z(s) = ∫dy exp[−V(s,y)/k_BT] = exp[−V(s)/k_BT] √(2πk_BT/K(s)).

Define F(s) = −k_BT ln Z(s), up to a constant that fixes the unit of length. Then k(s) is proportional to exp[−F(s)/k_BT]. Taking the logarithm and using √K = √m ω gives

F(s) = V(s) + k_BT ln ω(s) + terms independent of s.

Its negative derivative, −V′ − k_BT ω′/ω, is the mean force found above.

The maximum of F is the plane with the smallest one-way flux. Every classical trajectory that goes from reactants to products crosses each plane forward at least once. The flux k(s) counts all forward crossings, including repeated ones and those of trajectories that later return. The true classical rate k_true therefore obeys k_true ≤ k(s) for every plane, and the smallest k(s) is the tightest bound this family of planes can give. That plane is the free-energy bottleneck, s*.

**The shift**

Near the saddle, V′(s) ≈ −κs and ω′/ω ≈ a. The condition F′(s*) = 0 becomes

−κs* + k_BT a = 0,

so that, to leading order in temperature,

s* = k_BT a/κ.

The second derivative of F at this order is −κ, which confirms a maximum. The shift is large for a flat barrier (small κ) and for a rapidly narrowing channel (large a). The mass has dropped out, because a is a ratio in which it cancels. A uniform channel has a = 0 and no shift. A widening channel has a < 0, and the bottleneck moves back toward reactants, again to the narrower side.

With several independent transverse modes, Z(s) is a product of Gaussian integrals and F contains k_BT Σᵢ ln ωᵢ. The slope a is then replaced by Σᵢ ωᵢ′/ωᵢ at the saddle. Narrowing in one mode can be cancelled by widening in another. This holds for harmonic modes of a single mass on a straight path. For a molecule, overall rotation adds its own slope to F as the moments of inertia change along the path, and the modes are mass-weighted, so isotopic substitution can change both the slopes and κ.

The height gained follows by inserting s* into the quadratic form of F:

F(s*) − F(0) = −½κs*² + k_BT a s*
= −(k_BT a)²/2κ + (k_BT a)²/κ
= (k_BT a)²/2κ.

Dividing by k_BT gives the reduction in flux:

k(s*)/k(0) = exp[−k_BT a²/2κ].

The free-energy gain grows as T², but the exponent grows as T.

**Where the straight line bends**

The next order comes from the asymmetry of the barrier and the change of the slope. Let g = V‴(0) and b = (ln ω)″ at the saddle. Then V′ ≈ −κs + ½gs² and ω′/ω ≈ a + bs, and stationarity reads

κs = k_BT a + k_BT bs + ½gs².

Write s₁ = k_BT a/κ and put it into the two small terms on the right:

s* ≈ s₁ + (k_BT bs₁ + ½gs₁²)/κ
= k_BT a/κ + (k_BT)²[ab/κ² + ga²/(2κ³)].

Proportionality to T is thus a low-temperature law within classical mechanics. It needs a shift short compared with the distances over which the barrier curvature and the slope a change. If b is positive and k_BT b approaches κ, the maximum of F flattens and the expansion fails.

**A channel with numbers**

Choose a symmetric barrier and a frequency that levels off on both sides:

V(s) = V₀ sech²(s/w), ω(s) = ω(0) exp[aL tanh(s/L)].

The parameters are round model values: V₀ = 0.36 eV, w = 1.2 Å, L = 0.8 Å, a = 1.5 Å⁻¹, K(0) = 2 eV/Å² and m = 10 u. Since sech²x ≈ 1 − x² near the top,

κ = 2V₀/w² = 0.72/1.44 = 0.50 eV/Å².

At 1000 K, k_BT = 0.0862 eV. The mean wall force at the saddle is −0.0862 × 1.5 = −0.129 eV/Å, and the linear law gives

s* = 0.0862 × 1.5/0.50 = 0.259 Å.

The maximum of F found from numerical integration over y lies at 0.249 Å, or 0.470 bohr. At 300 K the linear and numerical shifts are 0.0776 and 0.0773 Å; at 600 K they are 0.155 and 0.153 Å.

The small deficit can be derived. Here b = g = 0, so the T² term vanishes. With x = s/w,

V′ = −(2V₀/w) sech²x tanh x
≈ −(2V₀/w)(1 − x²)(x − x³/3)
≈ −κs[1 − 4s²/(3w²)],

and ω′/ω = a sech²(s/L) ≈ a(1 − s²/L²). Setting F′ = 0 and keeping the first correction gives

s* ≈ s₁{1 + s₁²[4/(3w²) − 1/L²]}.

The bracket is 0.926 − 1.563 = −0.637 Å⁻². At 1000 K this predicts a shift 4.3% below the linear value; the numerical shift is 3.8% below it. The narrowing slackens away from the saddle, which reduces the shift, while the slope of the barrier grows less than in proportion to s, which increases it. The first effect is the larger one here.

The T² coefficient was tested separately by adding b = 1 Å⁻² and g = 1 eV/Å³ to this model. The formula gives 1.5/0.25 + 2.25/0.25 = 6 + 9 = 15 Å/eV², and extrapolation of numerical shifts to low temperature gives 14.99 Å/eV². Tests at 30 K also confirm the reversal for a widening channel and the addition of slopes for two modes.

**What moving the plane does to the rate**

At 1000 K the exponent is 0.0862 × 2.25/(2 × 0.50) = 0.194, so the leading formula gives k(s*)/k(0) = 0.824. Numerical integration gives 0.829. Relative to the bottleneck plane, the saddle plane overestimates the rate by 1/0.829 − 1, or about 21%.

Classical trajectories show where this excess comes from. Define the transmission coefficient χ(s) = k_true/k(s). The true rate does not depend on the plane used to compute it, so

χ(0)k(0) = χ(s*)k(s*), or χ(0)/χ(s*) = k(s*)/k(0).

The left side needs dynamics; the right side needs equilibrium integrals alone. Trajectories were started from equilibrium on each plane in both directions, weighted by flux. The fraction of forward starts ending as products, minus that of backward starts ending as products, is χ. The results are χ(0) = 0.714 ± 0.004 and χ(s*) = 0.865 ± 0.003, where the errors are one standard deviation of the sampling. Their ratio, 0.825, agrees with 0.829 within the combined sampling error.

Among trajectories that cross the saddle plane forward, those that end as reactants start with a mean transverse energy of 0.176 eV, against 0.050 eV for those that end as products. The wall force explains this order. Let E be the transverse energy. Over one oscillation at fixed s, the average of ½Ky² is E/2, so the average wall force is −(K′/K)(E/2) = −(ω′/ω)E. More transverse energy means a stronger push back. In equilibrium the mean of E is k_BT, which returns the mean force used above.

The bottleneck plane still overestimates the true rate, by 1/0.865 − 1, or about 16% relative to that rate. Some forward crossings of this plane are therefore also repeated or later undone: moving the plane reduces the recrossing but does not remove it.

**When the vibration is quantum mechanical**

The classical law makes the shift vanish as T goes to zero. A quantum vibration retains its zero-point energy, which also rises in a narrowing channel. For harmonic levels ω(n + ½) at fixed s, the partition sum is a geometric series:

Σₙ exp[−ω(n + ½)/k_BT] = exp(−ω/2k_BT)/[1 − exp(−ω/k_BT)]
= 1/[2 sinh(ω/2k_BT)].

Hence F = V + k_BT ln[2 sinh(ω/2k_BT)], and differentiation gives

F′ = V′ + ½ω′ coth(ω/2k_BT).

With V′ ≈ −κs and ω′ ≈ aω, both evaluated to leading order at the saddle,

s* ≈ (aω/2κ) coth(ω/2k_BT).

For small x, coth x ≈ 1/x + x/3. At high temperature this yields

s* ≈ (k_BT a/κ)[1 + (ω/k_BT)²/12],

so the linear law returns when k_BT is well above ω. The correction term uses ω at the saddle and is too small once the bottleneck has moved to where ω is larger: in the example at 1000 K it gives 0.9%, while the quantum and classical maxima of F differ by 1.8%. At low temperature coth tends to 1, and the shift tends to aω/2κ, independent of T.

In the example ω = 0.0289 eV at the saddle, and the zero-point shift is 1.5 × 0.0289/(2 × 0.50) = 0.043 Å. Diagonalizing the transverse Hamiltonian on each plane and then locating the maximum of F gives 0.253 Å at 1000 K, close to the classical 0.249 Å. At 300 K it gives 0.087 Å, already about 13% above the classical numerical shift. At 60 K it gives 0.047 Å, three times the classical linear value of 0.016 Å.

The leading quantum formula gives 0.044 Å at 60 K, about 6% below the diagonalization. It uses ω at the saddle, whereas the frequency at the bottleneck is larger by a fraction of about as* = 1.5 × 0.044 = 0.066, which accounts for most of the difference.

These quantum shifts treat motion along s classically. For a parabolic barrier, the usual crossover temperature to deep tunnelling, √(κ/m)/(2πk_B), is 27 K here. The 60 K result lies above it but is still a statement about the transverse free energy, not a prediction of the full quantum rate. The numerical output lists the values at each temperature.

Calculated quantities

```
Barrier height 0.36 eV; barrier length W 1.20 angstrom
Channel length L 0.80 angstrom; log slope a 1.50 1/angstrom
Transverse force constant at saddle 2.00 eV/angstrom^2
Mass 10.0 u; barrier curvature kappa 0.5000 eV/angstrom^2
30 K shift: computed 0.007755, linear 0.007756 angstrom
30 K two-mode shift: computed 0.005170, linear 0.005170 angstrom
Second-order test: b 1.0 1/angstrom^2, g 1.0 eV/angstrom^3
Second-order coefficient: computed 14.992, formula 15.000 angstrom/eV^2
Symmetric correction coefficient: computed -0.6289, formula -0.6366 1/angstrom^2
300 K: kT 0.02585 eV; free-energy rise 0.001499 eV
  shift: computed 0.07726, linear 0.07756 angstrom
  flux ratio k(s*)/k(0): computed 0.94368, formula 0.94349
600 K: kT 0.05170 eV; free-energy rise 0.005934 eV
  shift: computed 0.15285, linear 0.15511 angstrom
  flux ratio k(s*)/k(0): computed 0.89157, formula 0.89018
1000 K: kT 0.08617 eV; free-energy rise 0.016119 eV
  shift: computed 0.24880, linear 0.25852 angstrom
  flux ratio k(s*)/k(0): computed 0.82940, formula 0.82375
1000 K computed shift 0.4702 bohr
1000 K mean wall force at saddle -0.12926 eV/angstrom
1000 K mean transverse potential energy 0.04309 eV
1000 K mean-energy maximum at 0.00000 angstrom
Transverse quantum at saddle 0.02891 eV
Leading zero-point shift 0.04337 angstrom
Parabolic tunnelling crossover temperature 26.7 K
60 K quantum shift: computed 0.04668, leading 0.04370 angstrom
  classical linear shift 0.01551 angstrom
300 K quantum shift: computed 0.08735, leading 0.08548 angstrom
  classical linear shift 0.07756 angstrom
1000 K quantum shift: computed 0.25330, leading 0.26094 angstrom
  classical linear shift 0.25852 angstrom
Trajectories per plane 24000; duration 1527 fs
1000 K transmission from saddle 0.7137 +/- 0.0041
1000 K transmission from bottleneck 0.8654 +/- 0.0032
Transmission ratio 0.8247; flux ratio 0.8294
Mean initial transverse energy: returned 0.1764, passed 0.0499 eV
```
